# Zero Surface Field Does Not Mean Flat Bands in Graded Semiconductors

A threshold calculation for a transistor with a retrograde well, lightly doped at the surface and more heavily doped below, can be counted from a reference gate voltage: the one at which the surface field vanishes. Two shortcuts offer themselves. One takes this voltage to be the work-function difference between the gate and the semiconductor bulk. The other sets the potential to zero at every depth once the surface field is zero. Both are legitimate for a uniformly doped semiconductor without oxide or interface charge. For the germanium well computed below, the first misplaces the reference by 74 mV, and the second discards a potential step of the same size.

## The belief and its sound core

The belief runs as follows. If there is no charge on the gate, in the oxide or at the interface, no field enters the semiconductor. Nothing then bends the bands, so they are flat.

The first half is Gauss's law. Let the semiconductor fill $x>0$, let $\sigma$ be the total external charge per area facing it, and let there be no field beyond the gate. Then the field just inside the surface obeys $\varepsilon E(0^+)=\sigma$, and $\sigma=0$ gives $E(0^+)=0$. The second half assumes that external charge is the only source of field. Ionized donors and mobile electrons are sources too, and they need not cancel at each depth.

To see when they do, take thermal equilibrium, uniform composition, ionized net donor density $N(x)$, and a neutral bulk in which $N\to N_b$. Let $\psi$ be the electrostatic potential measured from the bulk, so $E=-\psi'$ and the band edges are shifted by $-q\psi$. The electron current vanishes:
$$
q\mu nE+qDn'=0 .
$$
The Einstein relation $D=\mu V_t$, with $V_t=kT/q$, turns this into $n'/n=-E/V_t=\psi'/V_t$. Holes have the opposite charge, so $p'/p=-\psi'/V_t$. Integrating from the bulk gives
$$
n=n_be^{\psi/V_t},\qquad p=p_be^{-\psi/V_t},\qquad n_b-p_b=N_b .
$$
The Fermi level is flat throughout. That is a statement about current, and it leaves the band edges free to vary. With $\rho=q(N-n+p)$, Poisson's equation $\psi''=-\rho/\varepsilon$ becomes
$$
\psi''=\frac q\varepsilon\,(n-p-N). \tag{1}
$$

Suppose first that $N=N_b$ everywhere and $\psi'(0)=0$. Multiply (1) by $\psi$ and integrate over depth. Integration by parts gives
$$
\int_0^\infty\psi\psi''\,dx=[\psi\psi']_0^\infty-\int_0^\infty\psi'^2dx=-\int_0^\infty\psi'^2dx ,
$$
because $\psi'$ vanishes at the surface and $\psi$ vanishes in the bulk. Hence
$$
\int_0^\infty\psi'^2dx+\frac q\varepsilon\int_0^\infty\psi\,(n-p-N_b)\,dx=0 .
$$
The bracket equals $n_b(e^{\psi/V_t}-1)-p_b(e^{-\psi/V_t}-1)$, which has the sign of $\psi$. Both integrals are therefore nonnegative, and both must vanish. So $\psi=0$ at every depth, and for uniform doping the belief is correct. This is why it tempts: the name "flat-band voltage" is earned in that case, and it is easily carried over to others.

Now let the doping vary. If $\psi$ were constant, $n$ and $p$ would be constant, and the left side of (1) would be zero. Equation (1) would then require $N=n-p$ to be constant, contrary to assumption. Thus, within this model, zero surface field gives flat bands if and only if the doping is uniform. The argument for graded doping did not use the surface condition, so no gate voltage makes such bands flat throughout.

## What zero field does guarantee

Integrating $E'=\rho/\varepsilon$ from the surface to the bulk gives
$$
\int_0^\infty\rho\,dx=\varepsilon\,[E(\infty)-E(0)]=0 .
$$
The semiconductor is neutral as a whole, not point by point. Equal positive and negative charges at different depths form a dipole layer, and a dipole layer supports a potential step. Since $\psi'(0)=0$, one integration of Poisson's equation gives
$$
\psi'(x)=-\frac1\varepsilon\int_0^x\rho(y)\,dy=\frac1\varepsilon\int_x^\infty\rho(y)\,dy ,
$$
where the second form uses total neutrality. The surface potential is $\psi_s=\psi(0)=-\int_0^\infty\psi'dx$. In the double integral, a charge at depth $y$ is counted for every $x$ between $0$ and $y$, which supplies a factor $y$:
$$
\psi_s=-\frac1\varepsilon\int_0^\infty y\,\rho(y)\,dy. \tag{2}
$$

The sign follows from diffusion. In a retrograde well electrons diffuse from the dense interior toward the surface. They leave positive donors behind and make the surface region negative. The positive charge then lies deeper, (2) gives $\psi_s<0$, and the band edges rise toward the surface. The resulting field pushes electrons back into the bulk until drift cancels diffusion.

This can be proved for any smooth profile that increases with depth. Differentiate (1) and write $g=\psi'$:
$$
g''=\frac q\varepsilon\left[\frac{n+p}{V_t}\,g-N'\right],\qquad g(0)=g(\infty)=0 .
$$
If $g$ were negative anywhere, it would have a negative minimum at some interior point, where $g''\ge0$. With $g<0$ and $N'\ge0$, however, the right side is negative there. This is a contradiction, so $g\ge0$. Nor can $g$ vanish everywhere, since $N'$ does not. Therefore $\psi_s=-\int_0^\infty g\,dx<0$.

The same argument limits the size of the step. Because $g$ starts from zero and cannot become negative, $\psi''(0)=g'(0)\ge0$, and (1) gives $n-p\ge N(0)$ at the surface. Let $\psi_{qn}$ be the quasi-neutral potential, defined by $n-p=N$ at each depth. Since $n-p$ increases with $\psi$, it follows that $\psi_s\ge\psi_{qn}(0)$. With negligible holes,
$$
\psi_{qn}(x)=V_t\ln\frac{N(x)}{N_b},
$$
so $|\psi_s|$ does not exceed $V_t\ln[N_b/N(0)]$. For doping that decreases with depth, all the signs reverse.

## A germanium well

Consider an n-type well of the kind that lies under a planar germanium p-channel transistor, with
$$
N(x)=N_b\left(\frac{N_s}{N_b}\right)^{\exp(-x^2/\lambda^2)} .
$$
The surface doping is $N_s=1\times10^{16}\ \mathrm{cm^{-3}}$, the deep doping is $N_b=2\times10^{17}\ \mathrm{cm^{-3}}$, and $\lambda=300$ nm. The temperature is 300 K, so $V_t=25.85$ mV. The relative permittivity of 16 and the intrinsic density of $2\times10^{13}\ \mathrm{cm^{-3}}$ are rough values for germanium.

Local neutrality would give
$$
\psi_{qn}(0)=-25.85\ \mathrm{mV}\times\ln20\approx-77.4\ \mathrm{mV}.
$$
Solving (1) numerically with $\psi'(0)=0$ gives $\psi_s=-74.4$ mV. The surface field is zero, yet the band edges there lie 74 meV above their bulk positions. The potential is $-49.4$ mV at 200 nm, $-28.7$ mV at 300 nm and $-1.5$ mV at 600 nm. As a control, uniform doping solved from a deliberately bent starting guess returned to $|\psi|<10^{-9}$ V at all depths.

The surface electron density is $1.126\times10^{16}\ \mathrm{cm^{-3}}$, about 13% above the donor density. This electron surplus continues, with varying size, down to 226 nm, where the charge changes sign. Since $E'=\rho/\varepsilon$, the field magnitude peaks there, at 2.14 kV/cm. The deeper positive region holds $1.89\times10^{10}$ elementary charges per $\mathrm{cm^2}$, balanced by the negative region above it. Equation (2) says that the step equals this sheet's field times the distance $d$ between the centroids of the two charges:
$$
d=\frac{0.0744\ \mathrm V}{2.14\times10^3\ \mathrm{V/cm}}\approx3.5\times10^{-5}\ \mathrm{cm}=350\ \mathrm{nm}.
$$
A small charge acting over a long distance produces a step of almost three thermal voltages.

## How far local neutrality can be trusted

The 3 mV between the quasi-neutral and the computed values has a definite origin. Neglect holes and write $\psi=\psi_{qn}+u$, so that $n=Ne^{u/V_t}$. Equation (1) becomes
$$
\psi_{qn}''+u''=\frac{qN}\varepsilon\left(e^{u/V_t}-1\right)\approx\frac{u}{L_D^2},
\qquad L_D^2=\frac{\varepsilon V_t}{qN},
$$
where the last step requires $|u|\ll V_t$. When the grading length greatly exceeds the Debye length $L_D$, $u''$ is smaller than $u/L_D^2$ by a factor of order $(L_D/\lambda)^2$. To leading order, then, $u\approx L_D^2\psi_{qn}''$.

For the present profile $\psi_{qn}=-V_t\ln(N_b/N_s)\,e^{-x^2/\lambda^2}$. Its slope vanishes at the surface, in accordance with the boundary condition, and its curvature there is $2V_t\ln(N_b/N_s)/\lambda^2$. The surface Debye length is 47.8 nm, so
$$
u(0)\approx2\times77.4\ \mathrm{mV}\times\left(\frac{47.8}{300}\right)^2\approx3.9\ \mathrm{mV}.
$$
The corrected estimate is $-73.5$ mV. It lies 0.9 mV above the computed value, since terms of higher order in $L_D/\lambda$ have been left out. They are not negligible here. Differentiating the leading-order $u$ twice shows that, at the surface of this profile, $(L_D/\lambda)^2$ is multiplied by $6+2\ln(N_b/N_s)\approx12$, so $|u''|$ is about 0.3 of $u/L_D^2$. The term $u^2/2V_t$ dropped in linearizing the exponential is of the same order and sign. It adds $\ln(N_b/N_s)\approx3$ to this factor, giving about 15 for slow grading. At $\lambda=300$ nm the series converges slowly: this next term would be $-1.5$ mV, against an actual remainder of $-0.9$ mV. It scales as $\lambda^{-4}$. In a test without holes, doubling $\lambda$ from 1600 to 3200 nm reduced the remainder by a factor of 15.58, against 16 in the limit.

A doping gradient that continues up to the surface is different. The quasi-neutral potential then has a slope $\psi_{qn}'(0)\ne0$, in conflict with zero surface field. The conflict is healed within a few Debye lengths by a solution of $u''=u/L_D^2$ that decays into the bulk, $u=Ae^{-x/L_D}$. The condition $\psi_{qn}'(0)+u'(0)=0$ gives $A=L_D\psi_{qn}'(0)$, so
$$
\psi_s\approx\psi_{qn}(0)+L_D\,\psi_{qn}'(0).
$$
The zero field is here a property of a thin surface layer, beneath which the field set by the grading persists. This formula was tested with the Gaussian in the exponent of the profile replaced by $e^{-x/\lambda}$, again without holes. Doubling $\lambda$ from 2000 to 4000 nm reduced the remainder by 3.84, close to the factor of 4 expected from an error of order $\lambda^{-2}$.

## When the surface potential is small or zero

Local neutrality fails when the doping changes over less than a Debye length. Weak variation shows how. Set $N=N_b(1+\delta)$ with $|\delta|\ll1$, neglect holes, and use $n\approx N_b(1+\psi/V_t)$. With $L_D$ now evaluated at $N_b$, (1) becomes
$$
\psi''=\frac{\psi-V_t\delta}{L_D^2}. \tag{3}
$$
Multiply by $e^{-x/L_D}$ and integrate. Two integrations by parts, with $\psi'(0)=0$, turn the left side into
$$
\int_0^\infty\psi''e^{-x/L_D}dx=-\frac{\psi_s}{L_D}+\frac1{L_D^2}\int_0^\infty\psi\,e^{-x/L_D}dx .
$$
The last term also appears on the right side and cancels, leaving
$$
\psi_s=\frac{V_t}{L_D}\int_0^\infty\delta(x)\,e^{-x/L_D}\,dx. \tag{4}
$$
The surface potential is a Debye-weighted average of the doping variation. For a surface layer of width $w$ with constant $\delta_0$, (4) gives $\psi_s=V_t\delta_0(1-e^{-w/L_D})$. A thick layer develops its full quasi-neutral potential $V_t\delta_0$, while a thin one develops about $V_t\delta_0w/L_D$. Electrons cannot follow a doping step much thinner than their screening length.

The average in (4) can vanish when $\delta$ changes sign. Take
$$
\delta=a\left(t-\tfrac12\right)e^{-t},\qquad t=\frac{x}{L_D}.
$$
The integral in (4) is then proportional to $\int_0^\infty(t-\frac12)e^{-2t}dt=\frac14-\frac14=0$. The solution of (3) is
$$
\psi=\frac{aV_t}{4}\,t^2e^{-t}.
$$
To verify it, differentiate twice with respect to $t$: $(t^2e^{-t})''=(t^2-4t+2)e^{-t}$. Subtracting $t^2e^{-t}$ leaves $(2-4t)e^{-t}$, and multiplying by $aV_t/4$ gives $-V_t\delta$, as (3) requires. Both $\psi$ and $\psi'$ vanish at the surface, yet the bands are bent below it. Their shift is largest at $x=2L_D$, where $\psi=aV_te^{-2}$. For $a=10^{-3}$ this is 3.5 µV. A numerical solution of (1) without holes, not linearized, reaches the same maximum, with a surface value smaller than 0.001 µV in magnitude.

The example can be made exact within the model. Choose $\psi=At^2e^{-t}$ with $0<A\ll V_t$, and let (1) define the doping as $N=n-p-(\varepsilon/q)\psi''$. This $N$ is positive for small $A$, and it gives zero surface field and zero surface potential over bent bands. The claim that graded doping retains a built-in potential must therefore be read with care. Bending somewhere is guaranteed; a nonzero difference between surface and bulk is guaranteed for monotonic doping, but not for every profile.

## The gate voltage

Let the gate work function be $W_M$ and that of the semiconductor bulk $W_b$. Measured from the semiconductor Fermi level, the local vacuum level is $W_b-q\psi_s$ at the semiconductor surface and $W_M-qV_G$ at the gate. Their difference is the energy step across the oxide, $-qE_{ox}t_{ox}$, with the field counted positive from gate to semiconductor. Hence
$$
V\equiv V_G-\frac{W_M-W_b}{q}=\psi_s+E_{ox}t_{ox}. \tag{5}
$$
Without oxide or interface charge, zero surface field means $E_{ox}=0$, and so $V=\psi_s$. For the well this is $-74$ mV, not zero.

At $V=0$, with an oxide of 2 nm equivalent thickness, the computed surface potential is $-16.6$ mV. By (5) the oxide then carries $+16.6$ mV, a field of 83 kV/cm. Continuity of $\varepsilon E$, with a relative permittivity of 3.9 in the oxide, gives a semiconductor surface field of $83\times3.9/16\approx20$ kV/cm. The gate holds $1.8\times10^{11}$ positive charges per $\mathrm{cm^2}$. The bias that the uniform-doping rule calls "flat band" thus produces a surface field about nine times the largest field present at $V=-74$ mV.

## Beside a real device

The doping levels and grading length were chosen to illustrate a planar bulk well, not taken from a particular device. Steeper wells give a smaller step: with the same doping levels, $\psi_s$ is about $-64$, $-51$ and $-41$ mV for $\lambda=100$, 50 and 30 nm, where the local-neutrality value of $-77$ mV is no longer a fair estimate. The 2 nm oxide is thick for a strongly scaled gate, but it does not affect the zero-field result. Fins and nanosheets are thinner than this grading length and may have no neutral bulk, so the example does not describe them. The assumption most easily broken is the absence of interface charge, which is hard to achieve on germanium. With the gate charge held at zero, a sheet of $+10^{11}$ elementary charges per $\mathrm{cm^2}$ moves $\psi_s$ to $-36$ mV, and the opposite sheet moves it to $-146$ mV. The surface field is then no longer zero, and the gate voltage must be found from the full charge balance.

The other corrections estimated here are smaller. The signs below refer to $\psi_s$, so a positive change reduces the bending.

- Fermi–Dirac statistics, applied with local neutrality, contribute $-0.2$ mV.
- Incomplete ionization, for a donor depth of roughly 12 meV, contributes $+1.4$ mV if each donor has a single twofold ground level. Germanium has four conduction-band valleys, however, and the splitting of the donor ground states is small compared with $kT$. Neglecting it makes the level eightfold and raises the contribution to about $+4.6$ mV. This value is too high for two reasons. It uses the depth of an isolated donor, whereas screening makes the level shallower, which alone lowers the value to about $+3.6$ mV. More importantly, the formula adds the donor states without removing them from the band, which is a poor count for a level shallower than $kT$. A thermal sum over both the bound and the band states of independent screened donors, with an isotropic mass of $0.22\,m_e$, gives only about $+1.7$ mV.
- Electrons avoid one another, which lowers the energy of each by about $q^2/(8\pi\varepsilon L_D)$. The difference between bulk and surface gives $+3$ mV. This is an order of magnitude, since a cube of side $L_D$ in the bulk holds less than one electron.
- A hard wall excludes electrons from about a quarter of their thermal wavelength. For a (100) surface, where the mass along the normal is about $0.117\,m_e$, this is 3.1 nm, and the uncovered donors contribute $+1.8$ mV.

Simply added, these come to about $+9$ mV, or 13% of the step, with the isolated eightfold donor level, and to about $+6.5$ mV, or 9%, with the count that includes the band states. The random positions of the donors also produce local fluctuations, estimated at 5 mV rms for the surface doping and 10 mV for the bulk doping, both in unbounded material. A nearby gate reduces them at the surface. The smooth profile used here leaves them out. Because the electron density depends exponentially on the potential, they can also shift the average over a wide gate. To second order, the shift is the difference between the two mean squares divided by $2V_t$, or $+1.6$ mV with the unbounded values. This is the classical form of the same electron–donor attraction that the ionization estimate describes, so the two should not be added. At 400 K, with the doping and gap held fixed, $\psi_s$ becomes $-98$ mV, close to proportional to temperature.

Breakdown is remote: the peak field is 2% of a rough breakdown field of 0.1 MV/cm. The total bending is 11% of the gap, so the valence band edge at the surface stays below the conduction band edge in the bulk, and elastic band-to-band tunnelling has no states to connect.

Without oxide or interface charge, the surface field therefore vanishes at $V=\psi_s$, with $\psi_s$ obtained from (1) and $\psi'(0)=0$ for the actual profile. A threshold calculation that starts from this voltage must add only the further change in surface potential and the oxide voltage. If the surface potential is measured from the bulk instead, (5) already has the right origin, and adding the zero-field voltage would count the built-in step twice.

When the doping varies slowly over a surface Debye length and its slope vanishes at the surface, the work function evaluated at the surface doping gives a fair estimate of the zero-field voltage. Here it gives $-77$ mV instead of $-74$ mV. If the slope does not vanish, the term $L_D\psi_{qn}'(0)$ should be included. Even at the zero-field voltage, the potential below the surface must be kept in the calculation. The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
INPUTS (rough germanium values, chosen well)
temperature 300 K, thermal voltage 25.85 mV
relative permittivity 16, gap 0.66 eV
intrinsic density 2.0e+13 cm^-3
surface doping 1.0e+16, bulk doping 2.0e+17 cm^-3
grading length 300 nm, equivalent oxide 2.0 nm
Debye length: surface 47.8, bulk 10.7 nm
ZERO SURFACE FIELD
uniform doping: largest |psi| 4.9e-18 V
graded: surface potential -74.37 mV
same from charge dipole -74.37 mV
quasi-neutral estimate -77.45 mV
first correction +3.93 mV
corrected estimate -73.51 mV
potential at 100 nm: -67.43 mV
potential at 200 nm: -49.44 mV
potential at 300 nm: -28.70 mV
potential at 400 nm: -13.23 mV
potential at 600 nm: -1.45 mV
peak field 2.14 kV/cm at depth 226 nm
surface electron density 1.126e+16 cm^-3
charge changes sign at 226 nm
positive lobe 1.89e+10 charges/cm^2
net charge / positive lobe 4.6e-08
GATE BIAS (from bulk work-function difference)
bias for zero surface field -74.37 mV
at zero bias: surface field 20.18 kV/cm
at zero bias: gate charge 1.78e+11 charges/cm^2
at zero bias: surface potential -16.56 mV
LIMIT TESTS (remainder ratio on doubling grading length)
zero doping slope at surface 15.58 (ideal 16)
finite doping slope at surface 3.84 (ideal 4)
mixed-sign doping, amplitude 1e-03:
  surface -0.0002, largest 3.499 uV
NEGLECTED EFFECTS (change of surface potential)
conduction-band density of states 1.02e+19 cm^-3
degeneracy -0.17 mV
incomplete ionization +1.40 mV
carrier correlation, estimate +3.27 mV
surface-normal mass 0.117 m_e, dead layer 3.14 nm
quantum exclusion at surface +1.76 mV
random donors, rms: surface 4.9 mV
random donors, rms: bulk 10.4 mV
sheet charge +1e+11 /cm^2: psi_s -36.1 mV
sheet charge -1e+11 /cm^2: psi_s -146.0 mV
at 400 K: n_i 7.5e+14 cm^-3, psi_s -98.0 mV
peak field / rough breakdown field 0.021
total bending / gap 0.113
```
